# Polarization Induced by a Nonpolar Distortion: An Improper Ferroelectric Exercise: a program that tests the result

```python
# Result under test: the energy density
#     f(P; Q) = a P^2/2 + c Q^2 P^2/2 - g Q^3 P,   a, c, g > 0,
# has at fixed Q its minimum at P = g Q^3 / (a + c Q^2), which crosses over
# from (g/a) Q^3 to (g/c) Q around Qstar = sqrt(a/c).
# Q: amplitude of the nonpolar primary distortion (bohr)
# P: polarization (e/bohr^2);  f: energy density (hartree/bohr^3)
# E: optional electric field, entering as -E P
# A, B: coefficients of the Q potential -A Q^2/2 + B Q^4/4
# The minima are located by an interval search on energies only.
from mpmath import mp, mpf, sqrt, log, tanh
from scipy.constants import physical_constants

mp.dps = 60


def energy(P, Q, a, c, g, E=0):
    return a * P**2 / 2 + c * Q**2 * P**2 / 2 - g * Q**3 * P - E * P


def search_minimum(function, low, high, iterations):
    """Ternary search for the minimum of a function with a single valley."""
    low, high = mpf(low), mpf(high)
    for _ in range(iterations):
        third = (high - low) / 3
        left, right = low + third, high - third
        if function(left) < function(right):
            high = right
        else:
            low = left
    return (low + high) / 2


def best_P(Q, a, c, g, E=0):
    return search_minimum(lambda P: energy(P, Q, a, c, g, E), -100, 100, 150)


def local_exponent(Q, a, c, g):
    """Central difference of ln P with respect to ln Q."""
    h = mpf('0.001')
    upper = best_P(Q * mp.exp(h), a, c, g)
    lower = best_P(Q * mp.exp(-h), a, c, g)
    return log(upper / lower) / (2 * h)


def close(value, reference, tolerance):
    return abs(value - reference) <= tolerance * abs(reference)


model = (mpf(1), mpf(4), mpf('0.016'))
parameter_sets = [model,
                  (mpf('0.3'), mpf(2), mpf('0.5')),
                  (mpf('2.5'), mpf('0.7'), mpf('0.04'))]
scaled_Q = [mpf(1) / 10, mpf(1) / 3, mpf(1), mpf(3), mpf(10)]

for a, c, g in parameter_sets:
    Qstar = sqrt(a / c)
    for x in scaled_Q:
        Q = x * Qstar
        P = best_P(Q, a, c, g)
        # closed form, oddness in Q, and energy at the minimum
        assert close(P, g * Q**3 / (a + c * Q**2), 1e-12)
        assert close(best_P(-Q, a, c, g), -P, 1e-12)
        assert close(energy(P, Q, a, c, g),
                     -g**2 * Q**6 / (2 * (a + c * Q**2)), 1e-12)
        # local exponent; finite-difference error is of order 1e-7
        slope = local_exponent(Q, a, c, g)
        assert abs(slope - (1 + 2 / (1 + x**2))) < 1e-6
        assert abs(slope - (2 - tanh(log(x)))) < 1e-6
        # finite response to a field
        field = mpf('0.001')
        response = (best_P(Q, a, c, g, field) - P) / field
        assert close(response, 1 / (a + c * Q**2), 1e-12)
    # limiting laws; corrections are of relative size 1e-4 here
    small, large = Qstar / 100, Qstar * 100
    assert close(best_P(small, a, c, g), g / a * small**3, 2e-4)
    assert close(best_P(large, a, c, g), g / c * large, 2e-4)
    assert abs(local_exponent(small, a, c, g) - 3) < 3e-4
    assert abs(local_exponent(large, a, c, g) - 1) < 3e-4
    # half of both limiting laws at Qstar, 90 percent at Qstar/3 and 3 Qstar
    middle = best_P(Qstar, a, c, g)
    assert close(middle, g / a * Qstar**3 / 2, 1e-12)
    assert close(middle, g / c * Qstar / 2, 1e-12)
    assert close(best_P(Qstar / 3, a, c, g),
                 mpf(9) / 10 * g / a * (Qstar / 3)**3, 1e-12)
    assert close(best_P(3 * Qstar, a, c, g),
                 mpf(9) / 10 * g / c * 3 * Qstar, 1e-12)

a, c, g = model
Qstar = sqrt(a / c)

# Control: without the stiffening term the response stays cubic
control_Q = 10 * Qstar
control_exponent = local_exponent(control_Q, a, mpf(0), g)
assert abs(control_exponent - 3) < 1e-9

# Relaxed Q: nested search over Q and P against the derived relation A(Q)
B = mpf('0.0002')
k = g**2 / c
threshold = 2 * k
assert B > threshold


def relaxed_energy(Q, A, B_value):
    P = best_P(Q, a, c, g)
    return -A * Q**2 / 2 + B_value * Q**4 / 4 + energy(P, Q, a, c, g)


relaxed_rows = []
for x in (mpf(1) / 10, mpf(1), mpf(10)):
    u = x**2
    A = a / c * (B * u - k * (2 * u - 1 + 1 / (1 + u)**2))
    Q = search_minimum(lambda q: relaxed_energy(q, A, B), 0, 20, 80)
    assert close(Q, x * Qstar, 1e-9)
    relaxed_rows.append((A, Q, best_P(Q, a, c, g), sqrt(A / B)))
assert relaxed_rows[0][0] < relaxed_rows[1][0] < relaxed_rows[2][0]

# Lower bound exists only for B above the threshold
far_Q = mpf(1000)
assert relaxed_energy(far_Q, mpf(0), threshold * mpf('1.01')) > 0
assert relaxed_energy(far_Q, mpf(0), threshold * mpf('0.99')) < 0

charge = physical_constants['atomic unit of charge'][0]
bohr = physical_constants['Bohr radius'][0]
to_SI = charge / bohr**2
Pstar = best_P(Qstar, a, c, g)

print("Model parameters (Hartree atomic units)")
print(f"a = {float(a):.3f} hartree bohr/e^2")
print(f"c = {float(c):.3f} hartree/(e^2 bohr)")
print(f"g = {float(g):.4f} hartree/(e bohr^4)")
print(f"crossover amplitude Qstar = {float(Qstar):.4f} bohr")
print(f"cubic coefficient g/a = {float(g / a):.5f} e/bohr^5")
print(f"linear coefficient g/c = {float(g / c):.5f} e/bohr^3")
print(f"P at Qstar = {float(Pstar):.6f} e/bohr^2")
print(f"P at Qstar = {float(Pstar) * to_SI:.5f} C/m^2")
print(f"1 e/bohr^2 = {to_SI:.4f} C/m^2")
print("Polarization from energy minimization at fixed Q")
print("Q/Qstar, Q (bohr), P (e/bohr^2), P/cubic law, P/linear law")
for x in scaled_Q:
    Q = x * Qstar
    P = best_P(Q, a, c, g)
    print(f"{float(x):8.4f} {float(Q):8.4f} {float(P):.5e} "
          f"{float(P / (g / a * Q**3)):.5f} {float(P / (g / c * Q)):.5f}")
print("Q/Qstar, local exponent, f_min (hartree/bohr^3), "
      "dP/dE (e^2/(hartree bohr))")
for x in scaled_Q:
    Q = x * Qstar
    P = best_P(Q, a, c, g)
    field = mpf('0.001')
    response = (best_P(Q, a, c, g, field) - P) / field
    print(f"{float(x):8.4f} {float(local_exponent(Q, a, c, g)):.4f} "
          f"{float(energy(P, Q, a, c, g)):.5e} {float(response):.5f}")
print(f"control with c = 0 at Q = {float(control_Q):.2f} bohr: "
      f"local exponent = {float(control_exponent):.4f}")
print("Relaxed Q with potential -A Q^2/2 + B Q^4/4")
print(f"B = {float(B):.3e} hartree/bohr^7")
print(f"lower bound requires B > {float(threshold):.3e} hartree/bohr^7")
print("A (hartree/bohr^5), Q (bohr), P (e/bohr^2), Q without coupling (bohr)")
for A, Q, P, Q_uncoupled in relaxed_rows:
    print(f"{float(A):.5e} {float(Q):.5f} {float(P):.5e} "
          f"{float(Q_uncoupled):.5f}")
print("success")
```

Running it gives:

```
Model parameters (Hartree atomic units)
a = 1.000 hartree bohr/e^2
c = 4.000 hartree/(e^2 bohr)
g = 0.0160 hartree/(e bohr^4)
crossover amplitude Qstar = 0.5000 bohr
cubic coefficient g/a = 0.01600 e/bohr^5
linear coefficient g/c = 0.00400 e/bohr^3
P at Qstar = 0.001000 e/bohr^2
P at Qstar = 0.05721 C/m^2
1 e/bohr^2 = 57.2148 C/m^2
Polarization from energy minimization at fixed Q
Q/Qstar, Q (bohr), P (e/bohr^2), P/cubic law, P/linear law
  0.1000   0.0500 1.98020e-06 0.99010 0.00990
  0.3333   0.1667 6.66667e-05 0.90000 0.10000
  1.0000   0.5000 1.00000e-03 0.50000 0.50000
  3.0000   1.5000 5.40000e-03 0.10000 0.90000
 10.0000   5.0000 1.98020e-02 0.00990 0.99010
Q/Qstar, local exponent, f_min (hartree/bohr^3), dP/dE (e^2/(hartree bohr))
  0.1000 2.9802 -1.98020e-12 0.99010
  0.3333 2.8000 -2.46914e-09 0.90000
  1.0000 2.0000 -1.00000e-06 0.50000
  3.0000 1.2000 -1.45800e-04 0.10000
 10.0000 1.0198 -1.98020e-02 0.00990
control with c = 0 at Q = 5.00 bohr: local exponent = 3.0000
Relaxed Q with potential -A Q^2/2 + B Q^4/4
B = 2.000e-04 hartree/bohr^7
lower bound requires B > 1.280e-04 hartree/bohr^7
A (hartree/bohr^5), Q (bohr), P (e/bohr^2), Q without coupling (bohr)
4.95263e-07 0.05000 1.98020e-06 0.04976
3.00000e-05 0.50000 1.00000e-03 0.38730
1.81600e-03 5.00000 1.98020e-02 3.01330
success
```
